# Interface Pinning: Solid-Liquid Chemical Potential Difference and Newton Iteration to Coexistence

A periodic box, long in the $z$ direction, holds $N$ atoms of one element: a slab of crystal and a slab of its liquid, separated by two flat interfaces. The nuclei move classically on a potential energy surface $U(\mathbf R)$, which in first-principles molecular dynamics comes from an electronic-structure calculation at every step. The temperature $T$ and the normal pressure $p$ are fixed, so the box length $L_z$ fluctuates. The lateral box lengths are fixed at those of the unstrained crystal at the same $T$ and $p$.

Away from coexistence one phase grows at the expense of the other. To stop this, a harmonic bias is added,

$$U'(\mathbf R)=U(\mathbf R)+\frac{\kappa}{2}\,[Q(\mathbf R)-a]^2 ,$$

where the crystallinity $Q=\sum_i q_i$ is a sum of atomic contributions. Their bulk averages are $q_s$ in the solid and $q_l$ in the liquid. Throughout, $\Delta$ means solid minus liquid, per atom; $\beta=1/kT$; and a prime on an average means that the bias is on. The chemical potentials $\mu_s,\mu_l$ are Gibbs energies per atom.

**(a) How does the unbiased free energy depend on $Q$ while both phases are present?**

*Solution.* Define $F(Q)$, up to a constant, by

$$e^{-\beta F(Q)}\propto\int dL_z\,d\mathbf R\;e^{-\beta(U+pV)}\,\delta(Q-Q(\mathbf R)).$$

If $n$ atoms are crystalline, the Gibbs energy is

$$G(n)=n\mu_s+(N-n)\mu_l+G_{\rm int}.$$

Changing $n$ moves the flat interfaces without changing their area. If they are too far apart to interact, $G_{\rm int}$ does not depend on $n$, and $dG/dn=\mu_s-\mu_l=\Delta\mu$. The mean crystallinity obeys the lever rule

$$Q=nq_s+(N-n)q_l=Nq_l+n\,\Delta q .$$

The interfaces add a constant to $Q$, which does not affect its derivative. Neglecting for now the fluctuations of $Q$ at fixed $n$, we set $F(Q)=G(n(Q))$, so that

$$\frac{dF}{dQ}=\frac{dG}{dn}\frac{dn}{dQ}=\frac{\Delta\mu}{\Delta q}.$$

The free energy is a straight line between the two single-phase regions. The interfacial free energy sets its height and not its slope.

**(b) Find $\Delta\mu$ from the mean force of the bias, and the statistical error of the result.**

*Solution.* The biased distribution is $P'(Q)\propto\exp\{-\beta[F(Q)+\tfrac{\kappa}{2}(Q-a)^2]\}$. It vanishes at both ends, so its derivative integrates to zero:

$$0=\int dQ\,\frac{dP'}{dQ}=-\beta\left\langle F'(Q)+\kappa(Q-a)\right\rangle' .$$

Define the mean bias force as

$$h\equiv\kappa\,(a-\langle Q\rangle').$$

Then $\langle F'\rangle'=h$, whatever the shape of $F$. With the constant slope from (a),

$$\boxed{\Delta\mu\simeq h\,\Delta q=-\kappa\,\Delta q\,(\langle Q\rangle'-a)}$$

The sign can be read directly when $\Delta q>0$, as for a crystallinity. If $\Delta\mu>0$, the crystal tends to melt, $Q$ settles below $a$, and the spring pulls towards the crystal with $h>0$.

For $F=F_0+fQ$, completing the square gives

$$fQ+\frac{\kappa}{2}(Q-a)^2=\frac{\kappa}{2}\left(Q-a+\frac f\kappa\right)^2+\text{const}.$$

Hence $Q$ is Gaussian with mean $a-f/\kappa$ and variance $kT/\kappa$. The mean of $M$ independent samples has standard error $\sqrt{kT/(\kappa M)}$, and multiplication by $\kappa\Delta q$ gives

$$\delta(\Delta\mu)=\Delta q\,\sqrt{\kappa kT/M}.$$

This does not by itself favour a soft spring. Suppose the interface responds linearly, $\dot Q=-\Gamma\kappa(Q-\langle Q\rangle')$ plus noise, with correlation time $\tau=1/(\Gamma\kappa)$. A run of length $t\gg\tau$ has a mean with variance $2\tau(kT/\kappa)/t$. The variance of $h$ is then $\kappa^2\cdot 2kT/(\Gamma\kappa^2t)=2kT/(\Gamma t)$, from which $\kappa$ has dropped out.

**(c) Part (a) ignored the fluctuations of $Q$ at fixed $n$. What do they change?**

*Solution.* Take first the case in which atoms within each phase are independent. A state with $n$ solid atoms has weight $e^{-\beta[n\mu_s+(N-n)\mu_l]}$, apart from the constant interface factor. Let $M_\phi(h)=\langle e^{\beta hq}\rangle_\phi$ in phase $\phi$. Weighting the unbiased distribution $P(Q)$ by $e^{\beta hQ}$ gives

$$\int dQ\,e^{\beta hQ}P(Q)\propto\sum_{n=0}^{N}e^{-\beta[n\mu_s(h)+(N-n)\mu_l(h)]},\qquad \mu_\phi(h)=\mu_\phi-kT\ln M_\phi(h).$$

The weight thus acts as a uniform field on every atom. Choose the field $f$ at which $\mu_s(f)=\mu_l(f)$, so that all $n$ have equal weight. Let $A(k)$ and $B(k)$ be the averages of $e^{ikq}$ in the solid and the liquid under this field, and let $\tilde q_s,\tilde q_l$ be the mean crystallinities there. The Fourier transform of $e^{\beta fQ}P(Q)$ is proportional to the geometric sum

$$\sum_{n=0}^{N}A^nB^{N-n}=\frac{A^{N+1}-B^{N+1}}{A-B}\approx\frac{e^{ikN\tilde q_s}-e^{ikN\tilde q_l}}{ik(\tilde q_s-\tilde q_l)}\qquad(k\to0).$$

The last form is the transform of a box of constant height between $N\tilde q_l$ and $N\tilde q_s$. The Gaussian factors omitted from it blur the edges over a width of order $\sqrt N$. Away from the edges $e^{\beta fQ}P(Q)$ is therefore constant, and $F(Q)=\text{const}+fQ$ is still a straight line. By (b), $h=f$. The condition $\mu_s(h)=\mu_l(h)$ now reads

$$\Delta\mu=kT\ln\frac{M_s(h)}{M_l(h)} .$$

Since $\ln M_\phi=\beta hq_\phi+\tfrac12\beta^2h^2\,{\rm var}_\phi(q)+\dots$, this becomes

$$\Delta\mu=h\,\Delta q+\frac{h^2}{2}\Delta\chi+\dots,\qquad \chi=\frac{{\rm var}(q)}{kT}.$$

For atoms with short-ranged correlations, $\ln M_\phi$ is replaced by $N^{-1}\ln\langle e^{\beta hQ}\rangle_\phi$ of a large bulk sample, and ${\rm var}(q)$ by ${\rm var}(Q)/N$. The estimator of (b) is thus the first term of a series in $h$. It is biased away from coexistence, and the bias vanishes with $h$.

Three conditions belong here. First, a crystal that grows by whole layers of $m$ atoms allows only values of $n$ in steps of $m$. A sum of Gaussians of variance $V$ at spacing $m\Delta q$ has, by Poisson summation, a ripple of relative amplitude $2\exp[-2\pi^2V/(m\Delta q)^2]$, which must be small. Secondly, one phase alone could be forced to the required $Q$. At a small distance $d$ from its natural value this costs about $d^2/(2N\chi)$. For larger $d$ the cost is no longer quadratic, but at fixed $d/N$ it still grows as $N$. Two phases cost the straight line $F(Q)$ instead, whose bulk part also grows as $N$. Apart from the interface cost, this line is the common tangent of the two convex single-phase curves. It touches them at $N\tilde q_l$ and $N\tilde q_s$, and between these points it lies below both by an amount proportional to $N$ at fixed $Q/N$. The interface cost does not grow with the length of the box, so a long enough box keeps two phases, provided that the required $Q/N$ lies between $\tilde q_l$ and $\tilde q_s$. Thirdly, the interfaces must be costly enough that states with more than two of them are rare. The number of such states depends on $n$, which curves $F$ and makes $h$ depend on $a$. In the model of (g), lowering the boundary cost to 0.02 Ha lets $h$ vary by about 1% as $a$ moves from 50% to 85% of the way from liquid to solid.

**(d) Use the measured $\Delta\mu$ to construct Newton iterations for the coexistence temperature and pressure.**

*Solution.* For each phase $d\mu=-s\,dT+v\,dp$, with entropy $s$ and volume $v$ per atom. Hence

$$\left(\frac{\partial\Delta\mu}{\partial T}\right)_p=-\Delta s,\qquad\left(\frac{\partial\Delta\mu}{\partial p}\right)_T=\Delta v .$$

Two single-phase runs at the same $T$ and $p$ give the volumes and the enthalpies $H$ per atom. Since $\mu=H-Ts$, the entropy difference is $\Delta s=(\Delta H-\Delta\mu)/T$. Newton's rule in temperature gives

$$T_{\rm new}=T+\frac{\Delta\mu}{\Delta s}=T+\frac{T\Delta\mu}{\Delta H-\Delta\mu},\qquad\boxed{T_{\rm new}=\frac{T\,\Delta H}{\Delta H-\Delta\mu}}$$

and in pressure

$$\boxed{p_{\rm new}=p-\frac{\Delta\mu}{\Delta v}}$$

The temperature rule has a second reading. From $\partial(\Delta\mu/T)/\partial(1/T)=\Delta H$, Newton's method for $\Delta\mu/T$ in the variable $1/T$ is

$$\frac1{T_{\rm new}}=\frac1T-\frac{\Delta\mu/T}{\Delta H}=\frac{\Delta H-\Delta\mu}{T\,\Delta H},$$

which is the same map. With an unbiased $\Delta\mu$ and a $\Delta H$ independent of temperature, one step would therefore reach coexistence. The pressure rule fails where $\Delta v$ is close to zero.

**(e) How fast does the temperature iteration converge if the linear estimator $h\Delta q$ is used?**

*Solution.* Let $T_0$ be the coexistence temperature and $e=T-T_0$. With $\Delta c_p=T\,\partial\Delta s/\partial T$ and all coefficients taken at $T_0$,

$$\Delta\mu=-\Delta s\,e-\frac{\Delta c_p}{2T_0}e^2+\dots,\qquad \Delta s(T)=\Delta s+\frac{\Delta c_p}{T_0}e+\dots$$

For the unbiased $\Delta\mu$ the step is

$$\frac{\Delta\mu}{\Delta s(T)}=-e\left(1+\frac{\Delta c_p\,e}{2T_0\Delta s}\right)\left(1-\frac{\Delta c_p\,e}{T_0\Delta s}\right)=-e+\frac{\Delta c_p}{2T_0\Delta s}e^2+\dots$$

The linear estimator equals $\Delta\mu-\tfrac12h^2\Delta\chi$, with $h\approx-\Delta s\,e/\Delta q$. Its error changes the step by $-\tfrac12h^2\Delta\chi/\Delta s=-\Delta s\,\Delta\chi\,e^2/(2\Delta q^2)$. The same error in the denominator enters at order $e^3$. Adding the step to $e$ gives

$$e_{\rm new}=Ce^2,\qquad C=\frac{\Delta c_p}{2T_0\Delta s}-\frac{\Delta s\,\Delta\chi}{2\,\Delta q^2}.$$

Convergence remains quadratic. The fixed point is also unharmed, because it has $h=0$ and therefore $\Delta\mu=0$.

**(f) The lateral box is wrong by a strain $\varepsilon$ in $x$ and $y$. By how much does the melting point of a cubic crystal with a (001) interface shift?**

*Solution.* At hydrostatic equilibrium the Gibbs energy is stationary with respect to strain, so the cost begins at second order. Let $C_{11},C_{12}$ be its isothermal second derivatives per volume at pressure $p$. With normal strain $e_z$ the cost per volume is

$$w=\tfrac12C_{11}(2\varepsilon^2+e_z^2)+C_{12}(\varepsilon^2+2\varepsilon e_z).$$

The box relaxes along $z$: $\partial w/\partial e_z=0$ gives $e_z=-2C_{12}\varepsilon/C_{11}$. Substitution yields

$$w=(C_{11}+C_{12})\varepsilon^2+\frac{2C_{12}^2}{C_{11}}\varepsilon^2-\frac{4C_{12}^2}{C_{11}}\varepsilon^2=Y\varepsilon^2,\qquad Y=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}} .$$

The liquid bears no static shear, so only $\mu_s$ rises, by $v_sY\varepsilon^2$ to leading order. Third-order terms make stretching cheaper and compression dearer in a Lennard-Jones fcc crystal at zero temperature, by about 2% at $|\varepsilon|=0.2\%$ and 8 to 9% at $|\varepsilon|=1\%$. By the Newton step, the apparent melting point moves by $\delta T=v_sY\varepsilon^2/\Delta s$. This is negative when $\Delta s<0$. The lateral box should therefore be reset whenever a new $T$ or $p$ changes the equilibrium lateral lengths of the crystal.

**(g) Apply the method to a model whose bulk $\Delta\mu$ is known independently.**

*Solution.* The model has round parameters and represents no particular material. A ring of 60 layers with 8 atoms each ($N=480$) has every layer either solid or liquid, and each boundary between unlike layers costs 0.06 Ha. An atom has displacement components $x_\alpha$ and a volume $v$, with energy (in atomic units)

- solid: $0.02\sum_\alpha x_\alpha^2$, with $v_0=100$ and bulk modulus $B=0.0030$;
- liquid: $0.0155+0.0016\sum_\alpha x_\alpha^4$, with $v_0=108$ and $B=0.0025$.

Both phases also have the volume energy $B(v-v_0)^2/(2v_0)+pv$. The crystallinity $q$ is the average over $\alpha$ of $\cos(2.5\,x_\alpha)$, each cosine being rounded to the nearest quarter.

Bulk properties follow from numerical quadrature over $x_\alpha$ and $v$. The distribution of $Q$ in the ring is built separately, by adding one layer at a time and summing over all solid-liquid patterns. Multiplying it by the bias factor gives $\langle Q\rangle'$ without sampling noise and without assuming a lever rule or a linear $F$.

*First run.* At $T=1900$ K, $kT=0.006017$ Ha. With $p=10^{-4}$ Ha/bohr³ (2.94 GPa), quadrature gives $q_s=0.6335$, $q_l=-0.0055$ and $\Delta q=0.6391$. (The rounded cosine is a step function and must be integrated between its steps; a uniform grid of spacing $5\times10^{-4}$ bohr shifts $q_s$ and $\Delta q$ by $10^{-4}$ and $a$ by 0.02, but not the four digits of $h\Delta q$.) The centre is halfway between the phases, $a=150.717$, and $\kappa=2\times10^{-4}$ Ha. The biased mean is $136.408$, so

$$h=2\times10^{-4}\,(150.717-136.408)=0.002862\ \text{Ha},\qquad h\Delta q=0.001829\ \text{Ha}.$$

Quadrature gives $\Delta\mu=0.001754$ Ha, so the linear estimate is 4.3% too high relative to it. The variances of $q$ are 0.0655 in the solid and 0.1736 in the liquid, whence $\Delta\chi=-0.1081/0.006017=-17.97$ Ha⁻¹. The second-order term is $\tfrac12h^2\Delta\chi=-0.000074$ Ha, which brings the estimate to 0.001755 Ha. The full logarithm of (c) gives 0.001754 Ha. The more easily polarised order parameter of the liquid is thus the source of the error.

The variance of $Q$ is 30.08, equal to $kT/\kappa$ at this precision. Doubling $\kappa$, moving $a$ to 60% of the way from liquid to solid, or raising the boundary cost to 0.08 Ha each leaves $h=0.002862$ Ha. This holds only while two phases survive in this finite ring. With $\kappa=5\times10^{-5}$ Ha, with $a$ at 30%, or with a boundary cost of 0.15 Ha, the all-liquid state takes 40 to 100% of the weight, and $h$ rises to 0.0045, 0.0049 and 0.0050 Ha. The variance of $Q$ then departs from $kT/\kappa$ by factors 0.43, 0.73 and 6.7.

With the centre at $a=Nq_l$, however, the method returns $\Delta\mu=0$ to seven decimals. The ring is then all liquid and already has its natural $Q$, so the spring exerts almost no mean force (the estimate is $3\times10^{-8}$ Ha). The variance can reveal this: a single liquid of natural variance $480\times0.1736=83.3$ would, in the Gaussian approximation, show $(1/83.3+1/30.08)^{-1}=22.1$ instead of 30.08.

*Temperature iteration.* With $\Delta H=-0.011738$ Ha the first step is

$$T_{\rm new}=1900\times\frac{-0.011738}{-0.011738-0.001829}=1643.9\ \text{K}.$$

The next steps give 1658.30 K and 1658.36 K, and the root of the quadrature $\Delta\mu$ is also 1658.36 K. There $\Delta s=-2.344\,k$, $\Delta q=0.6541$ and $\Delta\chi=-22.20$ Ha⁻¹. A quadratic well holds mean energy $kT/2$ per direction and a quartic one $kT/4$, so $\Delta c_p=\tfrac34k$. The two terms of $C$ are $-0.96\times10^{-4}$ and $-1.93\times10^{-4}$ K⁻¹; the larger comes from the estimator. From $e=-14.5$ K, their sum predicts a next error of $-0.061$ K, as found. From the initial $e=242$ K it predicts $-16.9$ K against the actual $-14.5$ K, because higher orders still matter.

*Pressure iteration.* At 1700 K and $p=10^{-4}$ Ha/bohr³ the linear estimate is $3.103\times10^{-4}$ Ha. The mean volume is $v_0(1-p/B)$, so $\Delta v=96.67-103.68=-7.01$ bohr³. The first step gives $p=1.442\times10^{-4}$ Ha/bohr³, and the iteration settles at $1.453\times10^{-4}$ Ha/bohr³, or 4.28 GPa.

*Practical errors.* At coexistence, 1000 independent samples would give $\delta(\Delta\mu)=2.1\times10^{-5}$ Ha, which corresponds to 2.9 K after division by $|\Delta s|$. For the strain error take $C_{11}=0.005$ and $C_{12}=0.002$ Ha/bohr³, so that $Y=0.0054$ Ha/bohr³. A lateral strain of 1% costs $96.67\times0.0054\times10^{-4}=5.2\times10^{-5}$ Ha per atom and lowers the apparent melting point by 7.0 K. With these numbers a one-percent error in the box outweighs the sampling error of 1000 independent samples.

The model contains no electrons, and without the bias its atoms are correlated only through the phases of the layers. In a first-principles calculation the same procedure estimates the melting point that the chosen electronic-structure method gives for classical nuclei. The errors of that method remain, and sampling and finite-size errors are added to them. For a metal treated at finite electronic temperature, $U$ is a free energy that depends on $T$; the $\Delta H$ of (d) must then be built from the electronic energy, without the electronic entropy term, or the iteration keeps its fixed point but in general loses its quadratic rate.
